# Total Infrared Reflection Between the Transverse and Longitudinal Optical Frequencies, part 2

A polar crystal with one undamped infrared-active vibration fills the half-space \(z>0\), with vacuum in front. Light arrives at normal incidence with its electric field \(E\) along \(x\), a principal axis. The response is linear and local. For \(\omega_{TO}<\omega<\omega_{LO}\), between the transverse and longitudinal optical frequencies, the reflectivity is \(R=|r|^2=1\).

The algebra uses atomic units with Gaussian-type fields (\(\hbar=1\), speed of light \(c=1/\alpha\), with \(\alpha\) the fine-structure constant) and the time factor \(e^{-i\omega t}\). The relative ionic displacement \(u\) has reduced mass \(M\), effective charge \(Z\) and volume \(V\) per oscillator:

\[
M\ddot u=-M\omega_{TO}^2u+ZE, \tag{3}
\]

\[
M(\omega_{TO}^2-\omega^2)u=ZE,
\qquad
u=\frac{Z}{M(\omega_{TO}^2-\omega^2)}E. \tag{6}
\]

With the electronic permittivity \(\varepsilon_\infty\) and the coupling strength \(\Omega^2=4\pi Z^2/(MV)\), the permittivity is \(\varepsilon=\varepsilon_\infty+\Omega^2/(\omega_{TO}^2-\omega^2)\), or

\[
\varepsilon=
\frac{\varepsilon_\infty(\omega_{TO}^2-\omega^2)+\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)}
{\omega_{TO}^2-\omega^2}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}. \tag{14}
\]

The field in the crystal obeys

\[
\frac{d^2E}{dz^2}+\varepsilon\frac{\omega^2}{c^2}E=0. \tag{19}
\]

Let \(k=\omega/c\) and \(n^2=\varepsilon\). For an incident wave of unit amplitude, let \(r\) be the reflected amplitude and \(t\) the field amplitude just inside the crystal. Continuity of \(E\) and \(dE/dz\) at the surface gives

\[
1+r=t,\qquad ik(1-r)=inkt, \tag{23}
\]

\[
r=\frac{1-n}{1+n}. \tag{24}
\]

Inside the band \(\varepsilon=-s^2\) with \(s>0\), \(n=is\), and the field decays as \(e^{-\kappa z}\) with \(\kappa=sk\). The field depth is \(1/\kappa\).

The example, with rough values in the regime of hafnia, has \(\hbar\omega_{TO}=0.040\) eV, \(\hbar\omega_{LO}=0.0756\) eV, \(\hbar\Omega=0.1435\) eV, \(\varepsilon_\infty=5\), \(Z=5\,e\), \(M=27\) u and \(V=34\) Å\(^3\). At 0.060 eV, \(\varepsilon=-5.30\), \(s=2.30\) and \(1/\kappa=1.43\times10^4\) Å.

### A slab of finite thickness

Let the crystal now occupy \(0<z<d\), with vacuum on both sides. Behind it there is an outgoing wave of amplitude \(\tau\) at the exit face. At \(z=d\) the field and its derivative are \(\tau\) and \(ik\tau\). The solution of \(E''=\kappa^2E\) with these values is

\[
E(z)=\tau\left[\cosh\kappa(z-d)+\frac{i}{s}\sinh\kappa(z-d)\right], \tag{31}
\]

because \(k/\kappa=1/s\). Write \(C=\cosh\kappa d\) and \(S=\sinh\kappa d\). At the front face,

\[
E(0)=\tau\left(C-\frac{i}{s}S\right),
\qquad
\frac{E'(0)}{ik}=\tau(C+isS). \tag{32}
\]

In the second expression, the term \(-\kappa S/(ik)\) equals \(+isS\). If \(r_d\) is the reflection amplitude of the slab, the vacuum field in front gives \(E(0)=1+r_d\) and \(E'(0)/(ik)=1-r_d\). The sum and the difference of these relations are

\[
2=\tau\left[2C+i\left(s-\frac1s\right)S\right],
\qquad
2r_d=-i\tau\left(s+\frac1s\right)S. \tag{33}
\]

The transmitted fraction of the power is \(T=|\tau|^2\). From the first relation and \(C^2=1+S^2\),

\[
\frac1T=1+S^2+\frac14\left(s-\frac1s\right)^2S^2
=1+\frac14\left(s+\frac1s\right)^2S^2, \tag{34}
\]

since \((s-1/s)^2+4=(s+1/s)^2\). Thus

\[
T=\frac{1}{1+\left(\dfrac{1+s^2}{2s}\right)^2\sinh^2\kappa d}. \tag{35}
\]

The second relation in (33) gives \(|r_d|^2=\tfrac14(s+1/s)^2S^2\,T\), which by (34) is \(1-T\). Nothing is absorbed, yet \(R<1\) at any finite thickness: the decaying field reaches the back face and launches a wave there. For \(\kappa d\gg1\), \(\sinh\kappa d\) approaches \(e^{\kappa d}/2\), and

\[
T\simeq\frac{16s^2}{(1+s^2)^2}e^{-2\kappa d}. \tag{36}
\]

The half-space result is recovered exponentially fast at a fixed frequency inside the band.

### The two edges

At the longitudinal edge \(s\to0\). Then \(\kappa d=skd\to0\) at fixed \(d\), and \(\sinh(\kappa d)/s\to kd\). Equation (35) becomes

\[
T(\omega_{LO})=\frac{1}{1+(kd/2)^2}. \tag{37}
\]

The transmission still vanishes as the crystal becomes thick, but as a power of the thickness. In this sense \(R=1\) at \(\omega_{LO}\). The half-space gives the same answer directly: for \(\varepsilon=0\), equation (19) is \(E''=0\), whose bounded solution is a constant. Its derivative is zero, so (23) requires \(1-r=0\).

At the transverse edge \(|\varepsilon|\) grows without limit. Approached from inside the band, \(s\to\infty\) and \(r\to-1\). Approached from below, \(n\to+\infty\) and again \(r\to-1\). Exactly at the pole, equation (6) reads \(0=ZE\), so an undamped oscillator has a steady state only if the field in the crystal is zero. The condition \(1+r=t=0\) then gives \(r=-1\). The magnetic field just outside has the amplitude \(1-r=2\), while inside it is zero. In the limit of vanishing friction, this jump is carried by an ionic current in a surface layer whose thickness tends to zero.

This edge is an idealization in another respect. As \(\omega\) approaches \(\omega_{TO}\) from above, \(1/\kappa\) tends to zero, but the transverse frequency of a real crystal depends on the wavenumber, so without friction the local response can fail while this depth still spans many unit cells. With the friction assumed below, the depth at \(\omega_{TO}\) stays near 440 nm, more than a thousand cells, and friction rounds this edge well before nonlocality matters. At 0.060 eV the field varies slowly on the atomic scale: the ratio of \(V^{1/3}\), the length associated with one oscillator, to the field depth is \(2.3\times10^{-4}\).

### Outside the band

Below \(\omega_{TO}\) and above \(\omega_{LO}\), \(\varepsilon\) is positive and \(n\) is real and positive, the sign that describes a wave travelling away from the surface. From (24),

\[
1-R=\frac{(1+n)^2-(1-n)^2}{(1+n)^2}=\frac{4n}{(1+n)^2}>0. \tag{38}
\]

A travelling wave now carries energy into the crystal, and reflection is partial. At 0.030 eV, for instance, \(\varepsilon=34.4\) and \(n=5.87\), so

\[
R=\left(\frac{1-5.87}{1+5.87}\right)^2=0.50. \tag{39}
\]

At 0.039 eV, close to the transverse edge, the reflectivity has risen to 0.78.

Reflection vanishes where \(n=1\), that is, \(\varepsilon=1\). Setting (14) equal to one gives \(\varepsilon_\infty(\omega_{LO}^2-\omega^2)=\omega_{TO}^2-\omega^2\). Collecting the terms in \(\omega^2\), for \(\varepsilon_\infty>1\),

\[
\omega_0^2=\frac{\varepsilon_\infty\omega_{LO}^2-\omega_{TO}^2}{\varepsilon_\infty-1}
=\omega_{LO}^2+\frac{\omega_{LO}^2-\omega_{TO}^2}{\varepsilon_\infty-1}. \tag{40}
\]

The second form shows that this frequency lies above the band. In the example it is 0.0822 eV. The reflectivity thus drops from one to zero between 0.0756 and 0.0822 eV. At 0.090 eV it has recovered to 0.023.

### Weak friction

Add a friction force \(-M\gamma\dot u\) to (3), with \(\gamma>0\). For the time factor \(e^{-i\omega t}\), this force is \(+i\omega M\gamma u\). Moved to the left-hand side of (6), it changes the permittivity to

\[
\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_{TO}^2-\omega^2-i\gamma\omega},
\quad
\mathrm{Im}\,\varepsilon=\frac{\Omega^2\gamma\omega}{(\omega_{TO}^2-\omega^2)^2+\gamma^2\omega^2}. \tag{41}
\]

Write \(n=\nu+i\eta\), with \(\eta>0\) so that the field decays into the crystal. Then \(\mathrm{Im}\,\varepsilon=2\nu\eta\), and a positive \(\mathrm{Im}\,\varepsilon\) requires \(\nu>0\). Since \(|1+n|^2-|1-n|^2=4\nu\), equation (24) gives

\[
1-R=\frac{4\nu}{(1+\nu)^2+\eta^2}>0. \tag{42}
\]

In this model, any friction makes the reflectivity smaller than one at every positive frequency. To first order in \(\gamma\), inside the band and away from its edges, \(\eta\) may be replaced by the undamped \(s\), and \(\nu\) by \(\mathrm{Im}\,\varepsilon/(2s)\). The term \(\nu\) in the denominator contributes only at the next order. Hence

\[
1-R\simeq\frac{2\,\mathrm{Im}\,\varepsilon}{s(1+s^2)}. \tag{43}
\]

For \(\hbar\gamma=0.002\) eV, a rough room-temperature width, \(\mathrm{Im}\,\varepsilon=0.616\) at 0.060 eV. The estimate is

\[
1-R\simeq\frac{2\times0.616}{2.30\times6.30}=0.085, \tag{44}
\]

or \(R\simeq0.915\). The full expression gives \(R=0.918\).

The loss grows towards both edges. Near \(\omega_{LO}\), \(s\) tends to zero in the denominator of (43). Near \(\omega_{TO}\), let \(\Delta=\omega^2-\omega_{TO}^2\). There \(s^2\simeq\Omega^2/\Delta\) and \(\mathrm{Im}\,\varepsilon\simeq\Omega^2\gamma\omega/\Delta^2\), as long as \(\Delta\gg\gamma\omega\), so the loss behaves as \(2\gamma\omega/(\Omega\sqrt\Delta)\). At the edges themselves (43) no longer applies and the loss stays finite. For weak friction the highest reflectivity therefore lies inside the band; for \(\gamma\) comparable to \(\omega_{TO}\) it need not. With the full expression it is 0.94, at 0.049 eV: a rounded maximum below one replaces the ideal flat top. The same expression gives \(R=0.84\) at \(\omega_{TO}\) and only about 0.3 at \(\omega_{LO}\).

### A capacitor film

A film of 100 Å, or 10 nm, has \(\kappa d=0.00700\) at 0.060 eV. For so small an argument \(\sinh\kappa d\simeq\kappa d\), and the second term in the denominator of (35) is

\[
\left(\frac{6.30}{2\times2.30}\times0.00700\right)^2=9.2\times10^{-5}. \tag{45}
\]

Because this is small, it is also the reflectivity of the free-standing lossless film. The permittivity is the same as in the half-space that reflects everything. The difference is that the field hardly decays before it reaches the back face. Numerical integration of (19) through this film, and through slabs one and two field depths thick, agreed with (35) to within \(10^{-8}\) in \(R\).

For \(R=0.99\), equation (35) requires \([(1+s^2)/(2s)]^2\sinh^2\kappa d=99\), or

\[
d=\frac1\kappa\,\mathrm{arsinh}\!\left(\frac{2s\sqrt{99}}{1+s^2}\right)
=3.8\times10^4\ \text{Å}. \tag{46}
\]

This is \(3.8\times10^3\) nm, for the lossless model at 0.060 eV.

With friction, the thin film at 0.060 eV absorbs more than it reflects. The mean power absorbed per unit volume is \(\omega\,\mathrm{Im}\,\varepsilon\,|E|^2/(8\pi)\), and the incident flux is \(c|E_{\rm in}|^2/(8\pi)\). In so thin and weakly reflecting a film \(E\simeq E_{\rm in}\), so the absorbed fraction is

\[
A\simeq kd\,\mathrm{Im}\,\varepsilon
=\frac{0.00700}{2.30}\times0.616\simeq0.002. \tag{47}
\]

At 0.060 eV this absorption is weak, yet about twenty times stronger than the lossless reflection of the film. The vibration itself shows as an absorption line at \(\omega_{TO}\), where \(\mathrm{Im}\,\varepsilon\) is far larger. There the film changes the field noticeably and the estimate (47) no longer applies; with the same friction, the free-standing film absorbs about a third of the incident light.

### More than one vibration or axis

Suppose a second undamped vibration couples to the same field, with its transverse frequency at 0.050 eV and a tenth of the first vibration's \(\Omega^2\). The first vibration is left unchanged. The permittivity becomes

\[
\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_{TO}^2-\omega^2}
+\frac{0.1\,\Omega^2}{\omega_2^2-\omega^2}. \tag{48}
\]

Just below \(\omega_2\) the last term is positive and grows without limit, so it must overcome the negative sum of the other two. Both resonant terms increase with frequency between their poles, and there is a single crossing of zero, at 0.0490 eV. From there to 0.0500 eV the permittivity is positive and the light enters the crystal. In the middle of this window \(R=0.42\), and where \(\varepsilon\) passes through one, \(R=0\). This zero belongs to the lossless model: the window is only 0.001 eV wide, narrower than the friction assumed above, and any \(\mathrm{Im}\,\varepsilon>0\) keeps \(R\) above zero. Total reflection then resumes and continues to 0.0789 eV, above the original upper edge: at \(\omega_{LO}\) the first two terms of (48) cancel and the third is negative, so the permittivity reaches zero only at a higher frequency. The general condition for total reflection from a lossless half-space is thus a negative permittivity. It coincides with one unbroken TO–LO interval when a single vibration contributes.

Anisotropy acts differently. Let the surface contain a second principal axis whose transverse energy is 10% higher, 0.044 eV, with \(\Omega\) and \(\varepsilon_\infty\) held fixed. At 0.042 eV, light polarized along the first axis is totally reflected, while along the second axis \(\varepsilon>0\) and \(R=0.70\). Unpolarized light carries equal power in both polarizations, so its reflectivity is \((1+0.70)/2=0.85\). It is totally reflected where the bands of the two axes overlap.

### Comparison with hafnia

The parameters are rough. The reduced mass is close to that of one hafnium atom moving against two oxygen atoms, and the volume is about that of one formula unit. The electronic permittivity is near the typical value, while the static value of 17.9 is somewhat low for ferroelectric hafnia films, for which values of roughly 20 to 30 are typical. The ferroelectric phase is orthorhombic and has several infrared-active vibrations along each axis, so a single band from 0.040 to 0.0756 eV should not be expected in its spectrum. Films are usually polycrystalline, which mixes the axes.

For a memory capacitor, the assumption of a half-space fails severely. At 0.060 eV, replacing the half-space by a free-standing film of 100 Å lowers the model reflectivity from 1 to about \(10^{-4}\), whereas the assumed friction in a thick crystal lowers it to 0.92. A film between metal electrodes requires a calculation for the whole stack, with the permittivity of the metal included. A high reflectivity of such a stack is not by itself evidence for the band derived here, because the metal also reflects infrared light. The remaining values of the example are listed in the numerical output below.

## Computed results

```
INPUTS (rough model values, hafnia regime)
TO energy: 0.040 eV
electronic permittivity: 5.0 (no unit)
mode effective charge: 5.0 e
reduced mass: 27.0 u
volume per oscillator: 34.0 cubic angstrom
BAND
hbar*sqrt(strength): 0.14352 eV
LO energy: 0.07563 eV
band width: 0.03563 eV
TO wavenumber: 322.6 cm^-1
LO wavenumber: 610.0 cm^-1
static permittivity: 17.875 (no unit)
highest lower-branch energy sampled: 0.03990 eV
lowest upper-branch energy sampled: 0.07563 eV
LOSSLESS HALF-SPACE: energy, permittivity, reflectivity
0.030 eV: eps = 34.428, R = 0.50236
0.039 eV: eps = 265.750, R = 0.78217
0.045 eV: eps = -43.469, R = 1.00000
0.060 eV: eps = -5.300, R = 1.00000
0.070 eV: eps = -1.242, R = 1.00000
0.078 eV: eps = 0.406, R = 0.04910
0.090 eV: eps = 1.831, R = 0.02252
energy of zero reflection: 0.08216 eV
INSIDE THE BAND, at 0.060 eV
s = sqrt(-eps): 2.3021 (no unit)
phase of r: -133.04 degrees
field depth 1/kappa: 14286 angstrom = 1429 nm
NEGLECTED: DAMPING
damping hbar*gamma: 0.002 eV
Im eps at 0.060 eV: 0.6158 (no unit)
R with damping: 0.9184; leading law: 0.9151
largest R in band: 0.9385 at 0.0494 eV
NEGLECTED: FINITE THICKNESS (free-standing, lossless)
film thickness: 100 angstrom
film thickness / field depth: 0.00700 (no unit)
film R at 0.060 eV: 9.172e-05 (no unit)
thickness for R = 0.99: 38313 angstrom
NEGLECTED: SECOND MODE
second TO: 0.050 eV; relative strength: 0.10
window with R < 1: 0.04900 to 0.05000 eV
R at window middle 0.04950 eV: 0.4207
new top of upper band: 0.07894 eV
NEGLECTED: ANISOTROPY AND NONLOCALITY
TO on second axis: 0.044 eV
R on second axis at 0.042 eV: 0.6983
R for unpolarised light there: 0.8492
cell size / field depth: 2.27e-04 (no unit)
```
